Two-pulse four-wave-mixing decay for homogeneous and inhomogeneous lines

**1. A case that can be seen through**

Take a set of two-level transitions, each with a coherence p that decays as exp(−t/T2) and rotates at its own detuning δ from the laser. Write γ = 1/T2. At time −τ a first pulse gives every transition the same coherence, taken here as the unit of p. Just before time 0 each coherence is

p = exp(−γτ) exp(−iδτ).

Let a second pulse at time 0 replace p by its complex conjugate. The phase becomes +δτ, while the damping factor, being real, is unchanged. After a further time t,

p(t) = exp[−γ(t+τ)] exp[−iδ(t−τ)].   (1)

If all transitions share one δ, the emitted intensity is |p|² = exp[−2γ(t+τ)]. It is largest just after the second pulse, and its integral over t > 0 is (T2/2) exp(−2τ/T2).

If the detunings are widely spread, the contributions cancel except near t = τ, where every detuning phase in (1) vanishes. The emission is then an echo. The coherence has been damped for a total time 2τ when it radiates, so the intensity carries the factor exp(−4τ/T2).

What remains is to show that real pulses produce this conjugation, that the conjugated part can be detected separately, and how broad the line must be for the second law to hold.

**2. Equations of motion and conventions**

Each transition has lower state |0⟩, upper state |1⟩, energy ħω₀ and real dipole matrix element d. The Hamiltonian is

H = ħω₀|1⟩⟨1| − dE(t)(|1⟩⟨0| + |0⟩⟨1|).

With n = ρ₁₁ and ρ₀₀ = 1 − n, the equation iħ dρ/dt = [H,ρ] gives

dρ₁₀/dt = −iω₀ρ₁₀ + i(dE/ħ)(1−2n),
dn/dt = i(dE/ħ)(ρ₀₁ − ρ₁₀).

The field has carrier frequency ω. Define Ω(t) through

dE/ħ = ½[Ω exp(−iωt) + Ω* exp(iωt)].

The complex Ω includes the spatial phase φj = kj·r of pulse j. Set ρ₁₀ = p exp(−iωt) and δ = ω₀ − ω. Dropping terms that oscillate at 2ω (the rotating-wave approximation) and adding relaxation gives the optical Bloch equations

dp/dt = −(iδ+γ)p + (i/2)Ω(1−2n),   (2)
dn/dt = (i/2)(Ωp* − Ω*p) − n/T1 = Im(Ω*p) − n/T1.   (3)

The last equality uses (i/2)(z* − z) = Im z with z = Ω*p. In this convention T2 is the decay time of the polarization amplitude; the intensity of a freely decaying coherence falls with time T2/2.

The homogeneous absorption line follows from the same decay. It is proportional to

Re ∫₀^∞ exp(iνt − γt) dt = γ/(γ²+ν²),

where ν is the frequency offset from resonance. Its full width at half maximum is 2γ, or 2ħ/T2 in energy.

Equations (2) and (3) treat the transitions as independent, with exponential dephasing at a rate that does not depend on excitation density, and with each δ fixed in time. Coulomb interaction between excitons, excitation-induced dephasing and spectral diffusion are outside this model.

**3. What a short pulse does**

Let the pulse have a constant phase φ, and let it be short compared with T2, T1, the delay and the inverse spread of detunings. Relaxation and detuning can then be neglected while it acts. In the rotating frame the Hamiltonian is −(ħ/2)|Ω(t)|M, with

M = exp(iφ)|1⟩⟨0| + exp(−iφ)|0⟩⟨1|,   M² = 1.

Since M is constant in time, the evolution depends on the pulse area θ = ∫|Ω|dt:

U = exp(iθM/2) = c + isM,   c = cos(θ/2),   s = sin(θ/2).

The new coherence is the 10 element of UρU†. The required elements are U₁₁ = c, U₁₀ = is exp(iφ), (U†)₀₀ = c and (U†)₁₀ = −is exp(iφ). The four products are

U₁₀ρ₀₀(U†)₀₀ = isc exp(iφ)(1−n),
U₁₁ρ₁₁(U†)₁₀ = −isc exp(iφ)n,
U₁₁ρ₁₀(U†)₀₀ = c²p,
U₁₀ρ₀₁(U†)₁₀ = s² exp(2iφ)p*.

With sc = ½ sinθ their sum is

p⁺ = p cos²(θ/2) + p* exp(2iφ) sin²(θ/2) + (i/2)exp(iφ) sinθ (1−2n).   (4)

The middle term is the conjugation assumed in section 1.

**4. Selecting the conjugated part**

The system starts in its lower state. From (4), pulse 1 creates p = (i/2) sinθ₁ exp(iφ₁) and n = sin²(θ₁/2). The population has no spatial phase, and its relaxation between the pulses does not give it one. Just before pulse 2,

p = (i/2) sinθ₁ exp(iφ₁) exp[−(iδ+γ)τ].

In (4), applied to pulse 2, the three terms carry the phases φ₁, 2φ₂−φ₁ and φ₂. The direction 2k₂−k₁ therefore selects the conjugated term. Conjugation changes i/2 into −i/2 and −iδτ into +iδτ. Free evolution for a time t then gives

p_F(t) = −iA exp[−γ(t+τ)] exp[−iδ(t−τ)],   t > 0,   (5)
A = ½ sinθ₁ sin²(θ₂/2).

Within the short-pulse model this holds for any pulse areas. For small areas A → θ₁θ₂²/8, the third-order result. The areas change the strength of the signal but not its dependence on τ.

If pulse 2 comes first, the phases after both pulses are φ₂, φ₁ and 2φ₁−φ₂. None equals 2φ₂−φ₁, so the detected direction is dark. A measured signal in this order, beyond pulse overlap, shows that independent two-level transitions driven only by the two pulses do not fully describe that sample. Interactions between the transitions, or light re-emitted by a sample that is not optically thin, can produce such a signal.

In an optically thin sample with negligible phase mismatch, the emitted field is proportional to the sum P of p_F over the transitions. A slow detector records S(τ) = ∫₀^∞ |P(t)|² dt, up to a constant factor.

**5. Homogeneous line**

With one common δ, the detuning phase disappears from |P|²:

S = A² exp(−2γτ) ∫₀^∞ exp(−2γt) dt = A²(T2/2) exp(−2τ/T2).   (6)

The time the coherence spends decaying after pulse 2 contributes the factor T2/2, which does not depend on τ.

**6. Gaussian inhomogeneous line**

Let the detunings have a normalized Gaussian distribution g(δ) with standard deviation σ, centred on the laser. A displaced centre multiplies P by a phase and leaves |P|² unchanged within the short-pulse model. The average needed is

G(u) = ∫g(δ) exp(−iδu) dδ,   u = t−τ.

For a Gaussian, δg = −σ² dg/dδ. Hence

dG/du = −i∫δg exp(−iδu) dδ = iσ²∫(dg/dδ) exp(−iδu) dδ = iσ²(iu)G = −σ²uG,

where the third step is an integration by parts. Since G(0) = 1, G = exp(−σ²u²/2), and

|P|² = A² exp[−2γ(t+τ) − σ²(t−τ)²].   (7)

Put t+τ = u+2τ and complete the square:

−2γ(t+τ) − σ²u² = −4γτ + γ²/σ² − σ²(u+γ/σ²)².   (8)

The echo is centred at

t = τ − γ/σ²,   (9)

provided this is positive. It comes before τ because damping weakens the later side of the rephasing peak. The full width at half maximum of the intensity is 2√(ln 2)/σ when both half-maximum points lie after pulse 2.

For the time integral let v = σ(t−τ) + γ/σ, so that dt = dv/σ. The lower limit t = 0 becomes v = −x, where

x = στ − γ/σ.

Using ∫ from −x to ∞ of exp(−v²)dv = (√π/2) erfc(−x),

S = A² [√π/(2σ)] exp(γ²/σ² − 4γτ) erfc(−x).   (10)

Here x is σ times the echo time (9). When x ≫ 1, the whole echo lies after pulse 2, erfc(−x) → 2, and

S → A²(√π/σ) exp(γ²/σ²) exp(−4τ/T2).   (11)

This is the inhomogeneous law with its condition. At smaller x, a noticeable part of the early side of the Gaussian in (7) would fall before pulse 2 and is not emitted. This missing part depends on τ.

**7. The decay rate between the two laws**

Define the local rate R = −d ln S/dτ. Since d erfc(−x)/dx = (2/√π)exp(−x²) and dx/dτ = σ, equation (10) gives

R = 4γ − (2σ/√π) exp(−x²)/erfc(−x).   (12)

For x ≫ 1 the second term vanishes and R → 4/T2.

For a narrow line at fixed τ, x is large and negative. Put y = −x = γ/σ − στ. The expansion erfc(y) ≈ exp(−y²)/(√π y) × [1 − 1/(2y²)] gives

exp(−y²)/erfc(y) ≈ √π[y + 1/(2y)].

Inserting this, with σ/y ≈ σ²/γ to leading order,

R ≈ 4γ − 2γ + 2σ²τ − σ²/γ = 2γ + 2σ²(τ − T2/2).   (13)

The homogeneous rate is recovered as σ → 0, with a first correction quadratic in σ. This approximation is justified when γ/σ ≫ 1 and στ ≪ γ/σ. For a Gaussian of any nonzero width, sufficiently large τ eventually makes x large, although the signal may by then be too weak to measure.

**8. A Lorentzian line: large delay may not suffice**

For any distribution, equation (5) gives

S = A² exp(−4γτ) ∫ from −τ to ∞ of exp(−2γu)|G(u)|² du.   (14)

The signal becomes proportional to exp(−4τ/T2) when the integral becomes independent of its lower limit. A Lorentzian distribution of half width Δ has G = exp(−Δ|u|). For Δ ≠ γ, splitting the integral at u = 0 gives

S = A² { [exp(−2(γ+Δ)τ) − exp(−4γτ)]/[2(γ−Δ)] + exp(−4γτ)/[2(γ+Δ)] }.   (15)

At large τ the slower exponential dominates. If Δ > γ, its rate is 4γ. If 0 < Δ < γ, its rate is 2(γ+Δ), which stays below 4γ however long the delay. In the latter case the intensity also falls monotonically after pulse 2: for t < τ its exponent has slope −2γ+2Δ < 0. There is no separate echo. At Δ = γ the integral gives S = A² exp(−4γτ)[τ + 1/(4γ)].

The line shape therefore matters, as well as its width. What decides the late rate is the decay of G at large |u|, not the wings of the line: the 4/T2 law is reached when exp(2γ|u|)|G(u)|² is integrable as u → −∞. A Voigt line, G = exp(−Δ|u| − σ²u²/2), has Lorentzian wings and still reaches 4γ at large delay, because the Gaussian factor eventually dominates. The line g(δ) = 1/[2w cosh(πδ/(2w))] has exponentially falling wings and G = 1/cosh(wu); for w < γ its rate tends to 2(γ+w), below 4γ. For a line that is not Gaussian, evaluate (14) with its own G before using a Gaussian fit formula.

**9. Finite pulses and the role of T1**

Equation (5) contains T1 only through T2: a finite lifetime contributes 1/(2T1) to γ, so T2 cannot exceed 2T1. At fixed T2 the signal in (5) does not depend on T1. For a finite pulse this is an approximation, because populations decay while the pulses act. In particular, pulse 2 briefly stores part of the signal as a spatially modulated population.

To estimate the effect, choose φ₂ = 0 and let Θ(t) be the area accumulated by time t within pulse 2. Write p = a + ib and m = n − ½. With relaxation and detuning neglected, (2) and (3) become

da/dt = 0,   db/dt = −Ωm,   dm/dt = Ωb.

An incoming b₀ therefore produces b = b₀cosΘ and m = b₀sinΘ. An additional population decay rate κ removes κb₀sinΘ dt from m during dt. The rest of the pulse turns this deficit into a change +κb₀sinΘ sin(θ₂−Θ) dt of the final b. To first order,

b⁺ = b₀(cosθ₂ + κJ),   J = ∫sinΘ sin(θ₂−Θ) dt.

Since a = (p+p*)/2 and ib = (p−p*)/2, the coefficient of p* after the pulse is ½(1−cosθ₂−κJ). The fractional loss of signal amplitude is

κJ/(1−cosθ₂) = κJ/[2 sin²(θ₂/2)].   (16)

J is proportional to the pulse duration for a fixed pulse shape, so the loss vanishes in the short-pulse limit. It multiplies the signal by a factor independent of τ and does not alter the decay rate at this order.

Equation (16) covers pulse 2 only. During pulse 1, with Θ now its accumulated area, n = sin²(Θ/2), so the extra decay removes κ sin²(Θ/2) dt from m, and the same argument gives a fractional gain κ∫sin²(Θ/2) sin(θ₁−Θ) dt/(½ sinθ₁) of the coherence. For small θ₁, with Θ = θ₁F(t), this is κ(θ₁²/2)∫F²(1−F) dt. It is also proportional to the pulse duration and independent of τ, but it need not be small compared with (16) when θ₁ is large.

**10. Worked example**

Choose T2 = 2 ps, T1 = 5 ps, ħσ = 1 meV, and areas 0.4 and 0.8 rad. These are model parameters, not those of a particular material. The homogeneous full width is 2ħ/T2 = 0.658 meV, and the inhomogeneous full width is 2√(2 ln 2) ħσ = 2.355 meV. The prefactor is

A = ½ sin(0.4) sin²(0.4) = 0.0295.

The low-power expression gives 0.4 × 0.8²/8 = 0.0320, about 8% larger than this A.

With σ = 1.519 ps⁻¹ and γ = 0.5 ps⁻¹, a delay of 2 ps gives

x = 1.519 × 2 − 0.5/1.519 = 2.71.

The echo should appear at 2 − 0.5/1.519² = 1.783 ps. Direct integration of (2) and (3), with Gaussian pulses of 10 fs rms field width, also gives 1.783 ps. For a delay of 4 ps, the echo intensity has a full width of 1.10 ps, in agreement with 2√(ln 2)/σ.

The integrated signals at τ = 2 ps follow from (6) and (11):

homogeneous: S/A² = 1 ps × exp(−2) = 0.135 ps,
inhomogeneous: S/A² = (√π/1.519) exp(0.108) exp(−4) ps = 0.0238 ps.

Integration of the Bloch equations gives 0.135 ps and 0.0240 ps. Over delays from 0.5 to 6 ps, the largest deviations relative to (6) and (10) are 0.3% and 0.6%; the tests allow 2% for the finite pulses.

The decay can be read from two delays. Between 4 and 5 ps the integrated signals give

homogeneous: ln(0.018257/0.0067163) / 1 ps = 1.00 ps⁻¹ = 2/T2,
inhomogeneous: ln(4.3891×10⁻⁴/5.9400×10⁻⁵) / 1 ps = 2.00 ps⁻¹ = 4/T2.

Applying T2 = 4/R to the inhomogeneous decay returns 2 ps. Applying the homogeneous relation T2 = 2/R to the same data returns 1 ps, half the true value.

Short delays need care even for this line. Formula (12) gives RT2 = 2.05 at 0.5 ps, 3.56 at 1 ps and 4.00 at 2 ps. A local slope at 1 ps, interpreted by the 4/T2 law, would yield T2 = 2 × 4/3.564 = 2.24 ps. The value near 2 at 0.5 ps is not evidence of a homogeneous line. Extrapolated to zero delay, the formula gives RT2 = −0.80: the signal calculated for very short pulses first rises, with its maximum at 0.12 ps.

Line width controls the crossover at fixed delay. At τ = 2 ps, RT2 is 2.00, 2.09, 2.75 and 4.00 for ħσ = 0.01, 0.10, 0.30 and 1.00 meV. At 0.10 meV, σ = 0.152 ps⁻¹ and (13) predicts

RT2 ≈ 2 + 2 × 0.152² × (2−1) × 2 = 2.09.

The agreement is helped by the choice of delay. Keeping the next term, +3/(4y⁴), in the bracket of the erfc expansion and expanding σ/y one order further adds σ⁴(1−γτ)/γ³ to R, which vanishes at τ = T2.

When T1 is shortened from 5 to 1 ps with T2 held at 2 ps, κ = 1/1 − 1/5 = 0.8 ps⁻¹. This is the limiting case T2 = 2T1, in which no pure dephasing is left. The Bloch equations give an amplitude loss of 0.87% for 10 fs pulses and 0.43% for 5 fs pulses. Equation (16) gives 0.89% and 0.44%. The estimate omits the gain during pulse 1. For a Gaussian pulse ∫F²(1−F) dt is 0.28 times the rms width, so for 10 fs the gain is 0.8 × 0.08 × 0.28 × 0.010 = 0.02%, about the size of the gap. The loss halves with pulse duration, as expected.

**11. Use in a calculation or fit**

For narrow lines, the exponential in (10) can overflow while erfc underflows. With erfcx(y) = exp(y²)erfc(y), use the equivalent form

S = A² [√π/(2σ)] exp(−2γτ − σ²τ²) erfcx(−x).   (17)

It follows from γ²/σ² − 4γτ − x² = −2γτ − σ²τ². For large positive x, erfcx(−x) itself overflows and (10) is the suitable form.

In a direct integration, set φ₂ = 0, step φ₁ uniformly through 2π, and average p exp(iφ₁). This extracts the part proportional to exp(−iφ₁). For separated pulses the phase factors present are exp(iφ₁), 1 and exp(−iφ₁), so at least three steps are needed; two would mix the first and last.

A uniform detuning grid of spacing h makes |G(u)| repeat after 2π/h. This period must be well above the largest |t−τ| in the calculation, or false echoes enter the signal.

For data that meet the assumptions of the model, with a Gaussian line and pulses short compared with 1/σ, fit (10) over the delays at which the pulses do not overlap, or fit an exponential where x ≫ 1 and use T2 = 4/R. The numerical output follows.

Values computed for the example and the checks

```
T2 = 2.0 ps, T1 = 5.0 ps
hbar*sigma = 1.00 meV, sigma = 1.5193 1/ps
homogeneous FWHM = 0.6582 meV
inhomogeneous FWHM = 2.3548 meV
pulse areas = 0.4, 0.8 rad
rms width of pulse field = 10 fs
prefactor A = 0.02953, low-power form = 0.03200
integrated signal / A^2 in ps (Bloch equations | formula)
tau = 0.5 ps: hom 6.0459e-01 | 6.0653e-01; inhom 3.4727e-01 | 3.4852e-01
tau = 1.0 ps: hom 3.6670e-01 | 3.6788e-01; inhom 1.6851e-01 | 1.6783e-01
tau = 2.0 ps: hom 1.3490e-01 | 1.3534e-01; inhom 2.3962e-02 | 2.3811e-02
tau = 3.0 ps: hom 4.9627e-02 | 4.9787e-02; inhom 3.2431e-03 | 3.2226e-03
tau = 4.0 ps: hom 1.8257e-02 | 1.8316e-02; inhom 4.3891e-04 | 4.3614e-04
tau = 5.0 ps: hom 6.7163e-03 | 6.7379e-03; inhom 5.9400e-05 | 5.9025e-05
tau = 6.0 ps: hom 2.4708e-03 | 2.4788e-03; inhom 8.0389e-06 | 7.9881e-06
largest relative deviation: hom 0.0032, inhom 0.0064
fitted rate, homogeneous = 1.0000 1/ps, times T2 = 2.0000
fitted rate, inhomogeneous (tau >= 3 ps) = 2.0000 1/ps, times T2 = 4.0000
T2 from inhomogeneous data: 4/rate = 2.0000 ps, wrong law 2/rate = 1.0000 ps
local inhomogeneous rate times T2, from formula
tau = 0.0 ps: -0.7951
tau = 0.5 ps: 2.0454
tau = 1.0 ps: 3.5640
tau = 2.0 ps: 3.9989
delay of largest integrated signal = 0.1226 ps
echo advance 1/(sigma^2 T2) = 0.2166 ps
echo peak for tau = 2.0 ps: Bloch 1.7834 ps, formula 1.7834 ps
echo peak for tau = 4.0 ps: Bloch 3.7834 ps, formula 3.7834 ps
echo intensity FWHM: Bloch 1.0965 ps, formula 1.0960 ps
transient deviation: single detunings 0.00340, ensemble 0.00300
rate times T2 at tau = 2 ps for different hbar*sigma
hbar*sigma = 0.01 meV: 2.0009
hbar*sigma = 0.10 meV: 2.0920
hbar*sigma = 0.30 meV: 2.7469
hbar*sigma = 1.00 meV: 3.9989
reversed order / normal order at 1 ps: below 1e-10 is True
relative loss of echo peak |P| when T1 goes from 5.0 ps to 1.0 ps
pulse rms 10 fs: Bloch 0.00865, formula 0.00888
pulse rms 5 fs: Bloch 0.00434, formula 0.00444
pi/2-pi echo peak |P| at tau = 2 ps: Bloch 0.07148, formula 0.07143
```
